Why collinear three-atom paths rival single scattering in K-edge spectra

When the fine structure of a K-edge absorption spectrum is computed as a sum over photoelectron paths, one must decide which paths to keep. Suppose atom 1 lies between the absorber, atom 0, and a more distant atom 2. Besides the single-scattering path 0-2-0 there are three paths that also visit atom 1: 0-1-2-0, 0-2-1-0 and 0-1-2-1-0. Each has extra scattering events, which suggests dropping them. In a straight chain that can be a large error, while in a bent chain it may be a small one. The decision rests on the strength of each path relative to 0-2-0.

**The quantity to be weighed**

Let R1 be the distance 0-1, R12 the distance 1-2 and R2 the distance 0-2. The scattering angle at atom 1 is β, so the bond angle is 180° − β and β = 0 is the straight chain. The electron has kinetic energy ħ²k²/(2m). The atomic potentials are real, spherical and non-overlapping. Rescattering by the absorber, repeated bounces between atoms 1 and 2, inelastic loss and thermal disorder are left out.

Without atom 1, a point source at 0 produces at atom 2 the wave

g = exp(ikR2)/R2.

With atom 1 present it produces G = g + s, where s is the part scattered by atom 1. Atom 2 is first taken as pointlike, so that it multiplies the arriving wave by one amplitude f₂, whatever the direction.

A dipole transition from an s core state emits a p wave along the polarization ε. Such a wave is the derivative of a point source with respect to its position r0:

ε·∇₀g = −(ε·n2)(ik − 1/R2) g,

where n2 is the unit vector from 0 to 2. The minus sign arises because moving the source towards atom 2 shortens R2. The right side is the outgoing p wave, with its angular factor ε·n2. On return, the p component at the absorber is likewise found from the gradient of the arriving wave, because near the origin the l = 1 part is the one linear in position. Propagation is the same in both directions, so the signal is proportional to

(ε·∇₀G) f₂ (ε·∇₀G).

Averaging over polarization replaces εᵢεⱼ by δᵢⱼ/3. The factors 1/3, f₂ and the absorber's phase factor cancel in the ratio to single scattering:

M = (∇₀G·∇₀G)/(∇₀g·∇₀g).

The spectrum contains the imaginary part of the complex single-scattering signal times M, so the phase of M matters as well as its modulus.

**The wave sent on by atom 1**

About the centre of atom 1, the free wave from a point source is

ik Σ(2l+1) j_l(kr) h_l(kR1) P_l(cosγ), for r < R1,

with h_l = j_l + i n_l the outgoing spherical Hankel function and γ the angle between the directions from atom 1 to the source and to the field point. The potential of atom 1 changes the regular wave outside its sphere into

exp(iδ_l)(cosδ_l j_l − sinδ_l n_l) = j_l + iT_l h_l, T_l = exp(iδ_l) sinδ_l.

To check this, collect terms on the right. The factor of n_l is −T_l, and that of j_l is 1 + i sinδ_l cosδ_l − sin²δ_l = exp(iδ_l) cosδ_l.

The scattered part at atom 2 is therefore the iT_l h_l term. Since γ = 180° − β, P_l(cosγ) = (−1)^l P_l(cosβ), and

s = ik Σ(2l+1) iT_l h_l(kR1) h_l(kR12) (−1)^l P_l(cosβ).

Now separate the asymptotic wave from each Hankel function:

h_l(x) = (−i)^(l+1) [exp(ix)/x] c_l(x), with c_l → 1 for x → ∞.

The two phase factors multiply to (−1)^(l+1). With (−1)^l this gives −1, and with ik·i = −k the total is +k. Hence

s = f_c(β) exp[ik(R1+R12)]/(R1R12),

f_c(β) = (1/k) Σ(2l+1) T_l c_l(kR1) c_l(kR12) P_l(cosβ).

Setting every c_l to 1 gives the ordinary plane-wave amplitude f(β). Dividing s by g gives the weight of one passage through atom 1:

q = f_c(β) [R2/(R1R12)] exp[ik(R1+R12−R2)].

**Single, double and triple scattering**

To leading order in 1/(kR), the gradient acts on the rapid phases alone. With n1 the unit vector from 0 to 1,

∇₀g ≈ −ik n2 g, ∇₀s ≈ −ik n1 s = −ik n1 q g.

The common factor −ikg cancels in M. With n1·n2 = cosα,

M ≈ (n2 + q n1)·(n2 + q n1) = 1 + 2q cosα + q².

The 1 is single scattering. The term 2q cosα is the two double-scattering paths, which pass atom 1 either on the way out or on the way back. The term q² is the triple path, which passes it both ways.

In a straight chain α = 0, R2 = R1 + R12 and all four paths have the same length, so

q = f_c(0)(1/R1 + 1/R12), M ≈ (1 + q)².

For equal legs R, the double paths together have strength 4|f_c(0)|/R and the triple path has strength (2|f_c(0)|/R)². The three-atom paths rival single scattering when 4|f_c(0)|/R is of order one. This is a condition on the atom, the energy and the distance. Since f_c tends to the fixed value f(0) at large R, the enhancement eventually falls as 1/R.

**Why the forward amplitude is large**

At β = 0 every P_l equals 1, whereas at 180° the signs alternate with l. The plane-wave amplitude gives a firm bound. Orthogonality of the P_l gives the total cross section

σ = ∫|f|² dΩ = (4π/k²) Σ(2l+1) sin²δ_l.

Because Im T_l = sin²δ_l, Im f(0) = kσ/(4π). The mean of |f|² over all directions is σ/(4π), and |f(0)| ≥ Im f(0), so

|f(0)|²/⟨|f|²⟩ ≥ k²σ/(4π) = Σ(2l+1) sin²δ_l.

Strong scattering in many partial waves thus requires a forward intensity far above the mean.

For an example, let atoms 1 and 2 have V = −Ze² exp(−r/a)/r, cut to zero beyond 1.25 Å, with Z = 30 and a = 0.20 Å. The phase shifts follow from the radial equation with 2mV/ħ² = −(2Z/a₀) exp(−r/a)/r, where a₀ = ħ²/(me²). Take R1 = R12 = 2.50 Å and k = 10 Å⁻¹, a kinetic energy of 381 eV. Then |f(0)| = 1.95 Å and |f(180°)| = 0.76 Å. With σ = 1.81 Å² the bound is 100 × 1.81/(4π) = 14.4; the actual ratio is 26.5.

**What wave curvature changes**

The incident wave is not plane at a distance of 2.50 Å. Inserting x h_l ∝ exp(ix) c_l into the radial equation for free waves gives

c_l'' + 2i c_l' − [l(l+1)/x²] c_l = 0.

For x ≫ 1 and l(l+1) ≪ x² the second derivative is small. Integrating the rest inward from c_l(∞) = 1 gives

c_l(x) ≈ exp[i l(l+1)/(2x)].

Curvature therefore mainly turns the phases of the high partial waves. In the example this approximation reproduces f_c(0) to about 1.4% of its modulus.

The amplitude changes from f(0) = 1.32 + 1.44i Å to f_c(0) = −0.49 + 2.07i Å. The modulus rises by only 9%, but the phase turns away from that of the direct wave. The geometric factor is 5.00/(2.50 × 2.50) = 0.80 Å⁻¹, so

plane wave: q = 1.06 + 1.15i, |1 + q|² = 5.6,

curved wave: q = −0.39 + 1.66i, |1 + q|² = 3.1.

In this straight chain the plane-wave amplitude thus gives the right scale for each path and a poor value for their sum. Outside the forward peak even the scale fails: at β = 30°, |f| = 0.50 Å against |f_c| = 0.28 Å.

**The balance in the straight chain**

With the curved-wave q, the separate contributions to M are

single: 1

double: 2q = −0.78 + 3.31i, modulus 3.4

triple: q² = −2.59 − 1.29i, modulus 2.9

sum: −2.37 + 2.03i, modulus 3.1.

Both kinds of three-atom contribution exceed single scattering. They are out of phase with each other, so the total is far below the sum of the moduli. Taking the gradients in full, instead of to leading order, gives |M| = 3.0.

Replacing the pointlike atom 2 by a full atom with the same potential as atom 1 gives |M| = 2.6. The pointlike model is thus 16% too high in |M| relative to the full atom, but the conclusion stands: the three-atom contribution |M − 1| still exceeds 1: with M = −2.01 + 1.62i it is 3.4. The full atom 2 was treated for the straight chain only.

**Why bending weakens the effect**

The Legendre equation at cosβ = 1 gives the slope dP_l/d(cosβ) = l(l+1)/2. Since 1 − cosβ ≈ β²/2,

P_l(cosβ) ≈ 1 − l(l+1)β²/4.

Inserting this in f_c gives f_c(β) ≈ f_c(0)(1 − Λβ²/4), where Λ is the average of l(l+1) with the complex weights (2l+1)T_l c_l(kR1)c_l(kR12). For a small complex z, |1 − z| ≈ 1 − Re z, so

|f_c(β)| ≈ |f_c(0)| (1 − β² ReΛ/4).

The high partial waves that help to build the forward peak also make it narrow. Complex weights do not guarantee a positive ReΛ, but here it is 19.2. Extended to half height, the quadratic law gives β = √(2/19.2) = 0.32 rad, or 18.5°. The full sum gives 20°, close to the estimate in this example, although half height lies beyond the strict range of the expansion.

The table gives |f_c| in Å, the strengths |2q cosα| and |q²|, and |M| from the full gradients.

β (°)   |f_c|   double   triple   |M|
 0      2.13    3.40     2.90     2.99
10      1.83    2.91     2.13     1.91
20      1.09    1.69     0.73     0.42
30      0.28    0.42     0.05     0.61
40      0.21    0.30     0.02     1.11
60      0.17    0.20     0.01     1.12

At 20° the amplitude has roughly halved. The double paths, linear in q, have halved too, and the triple path, quadratic in q, has fallen to a quarter. Beyond the forward peak the decline is not steady, so the table should not be interpolated there: |f_c| dips to 0.04 Å at 35° and recovers to 0.29 Å at 45°, where the double paths are back at 0.39.

Besides |f_c|, geometry and phase change on bending. For equal legs cosα = cos(β/2), which is still 0.94 at 40°. The geometric factor R2/(R1R12) falls, but if f_c is held at its forward value, |q| drops only from 1.70 to 1.60 between 0° and 40°. The actual f_c falls tenfold over the same range, so the angular decline of the amplitude is what weakens the paths.

The phase of q is the phase of f_c(β), which can itself vary with angle because Λ is complex, plus the detour phase k(R1+R12−R2), which reaches 0.76 rad at 20° and 3.0 rad at 40°. This phase leaves the strength of each path alone but sets their interference, so |M| is a poor guide to whether paths may be dropped. At 20° it is only 0.42, because the three-atom sum, of modulus 1.19, largely cancels single scattering. With pointlike atom 2, omitting that sum would make the modulus of the complex signal more than twice too large, and would also change its phase.

**The decision, and its dependence on energy**

For this model, with pointlike atom 2 and k = 10 Å⁻¹, all four paths are needed up to at least 20°. At 30° the leading-order formula puts the triple path at 5% of single scattering, while the double paths still contribute 42%; with the gradients taken in full these become 3.5% and 43%. At 60° the double paths amount to 20% at leading order and 17% with full gradients, so whether they can go depends on the accuracy wanted. These percentages rest on the pointlike atom 2. In a bent chain with equal legs the double paths turn at atom 2 through 180° − β/2 rather than 180°, so even the plane-wave amplitude of a full atom 2 no longer cancels in M, and at large β the percentages can change considerably.

The limits move with energy. At k = 5, 10 and 15 Å⁻¹ the half-value angle of the plane-wave |f| is 26°, 20° and 14°, while the collinear |q| is 0.82, 1.70 and 1.88. Across these three wave numbers, higher energy goes with stronger focusing in the straight chain and a narrower plane-wave forward peak; values in between were not computed.

Computed results

```
model: Z = 30, a = 0.20 A, muffin-tin radius = 1.25 A
legs R1 = 2.50 A, R12 = 2.50 A; Bohr radius = 0.52918 A
wave number k = 10.0 1/A, kinetic energy = 381.0 eV
largest l kept = 24
phase shifts modulo pi, l = 0..8 (rad): 0.469 1.877 0.014 1.438 0.624 0.308 0.162 0.088 0.049
weak-potential check at 30 deg, relative difference = 4.4e-04
plane-wave f(0) = 1.320+1.441j A, modulus = 1.954 A
plane-wave |f(180 deg)| = 0.760 A
total cross section = 1.810 A^2
forward |f|^2 over angular mean = 26.49 (no unit)
lower bound k^2 sigma/(4 pi) = 14.41 (no unit)
curved-wave f_c(0) = -0.486+2.071j A, modulus = 2.128 A
f_c(0) with simple curvature phase = -0.469+2.046j A
weighted average of l(l+1): real part = 19.18 (no unit)
same from decline of the propagator = 19.18 (no unit)
half-value angle of |f_c| = 20.3 deg
collinear q = -0.389+1.657j (no unit)
collinear M, plane-wave amplitude = 2.897+4.738j, modulus 5.554
collinear M, gradients = -2.295+1.912j, modulus 2.987
collinear M, matrices, pointlike atom 2 = -2.295+1.912j
collinear M, matrices, full atom 2 = -2.005+1.617j, modulus 2.576
bent chain; path strengths relative to single scattering
beta(deg) |f_c|(A) k*detour(rad) |q|geometry-only double triple |M|formula |M|gradients |M-1|
  0    2.128    0.000    1.702    3.404    2.897    3.120    2.987    3.810
  5    2.051    0.048    1.701    3.275    2.687    2.810    2.685    3.522
 10    1.830    0.190    1.696    2.906    2.127    2.010    1.910    2.776
 15    1.494    0.428    1.688    2.350    1.404    1.064    1.009    1.885
 20    1.087    0.760    1.676    1.687    0.734    0.391    0.420    1.192
 30    0.283    1.704    1.644    0.423    0.048    0.635    0.606    0.396
 40    0.209    3.015    1.600    0.296    0.025    1.147    1.111    0.291
 60    0.165    6.699    1.474    0.198    0.013    1.142    1.117    0.183
k(1/A) |f(0)|(A) half-angle of |f|(deg) collinear |q| collinear |M|
  5.0   0.801    25.6   0.817   1.533
 10.0   1.954    19.5   1.702   2.987
 15.0   2.366    14.4   1.879   3.490
```
